**Minima and energy loop of Kittel's two-sublattice antiferroelectric**

The program treats $G=f(P_a^2+P_b^2)+gP_aP_b+h(P_a^4+P_b^4)-E(P_a+P_b)$, where $P_a$ and $P_b$ are the sublattice polarizations, $E$ is the field, and $g,h>0$. For $f<g/2$ the zero-field state is $P_a=-P_b=\pm\sqrt{(g-2f)/(4h)}$ with susceptibility $1/[2(g-f)]$, and a sufficiently strong field produces a polar state with $P_a=P_b$. All minima are found directly in $(P_a,P_b)$ by eliminating one variable and solving a ninth-degree polynomial. The program asserts that they agree with the derived zero-field states, susceptibilities, polar solution and landing points. It also samples values of $f$ on both sides of the hysteresis boundary $f=g/3$ and of the remanence boundary $f=-g$. A slow field cycle that follows the occupied minimum is asserted to reproduce the switching fields within two field steps and the charging and recovered energies within 0.2 %. For the model parameters used, the output shows switching at 160 and 81.5 MV/m, a recovered energy of 32.9 MJ/m³ and an efficiency of 76.8 %.

## Numerical check

```python
"""Two-sublattice (Kittel) antiferroelectric: minima, susceptibility, energy loop.

G = f(Pa^2+Pb^2) + g Pa Pb + h(Pa^4+Pb^4) - E(Pa+Pb),  g > 0, h > 0.
Pa, Pb: sublattice polarizations per total volume (C/m^2); P = Pa+Pb.
Claims: for f < g/2 the zero-field state is Pa = -Pb = sqrt((g-2f)/(4h)) with
susceptibility 1/(2(g-f)); the polar state Pa = Pb is stable for
P > sqrt((g-2f)/(3h)); the switching is hysteretic only for f < g/3.
Internal units: E in GV/m, P in C/m^2, energy density in GJ/m^3.
The claims are tested against all minima found directly in (Pa, Pb).
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq


def energy(state, f, g, h, E):
    a, b = state
    return f*(a*a + b*b) + g*a*b + h*(a**4 + b**4) - E*(a + b)


def minima(f, g, h, E):
    """All local minima: eliminate Pb, solve the degree-9 polynomial in Pa."""
    E = float(E)  # a NumPy scalar would not combine correctly with poly1d
    x = np.poly1d([1.0, 0.0])
    pb = (E - 2*f*x - 4*h*x**3) / g
    roots = (2*f*pb + g*x + 4*h*pb**3 - E).roots
    found = []
    for r in roots:
        if abs(r.imag) < 1e-7:
            a = float(r.real)
            b = float(pb(a))
            haa, hbb = 2*f + 12*h*a*a, 2*f + 12*h*b*b
            if haa + hbb > 0 and haa*hbb - g*g > 0:
                found.append((a, b))
    return found


def most_polar(states):
    return max(states, key=lambda s: s[0] + s[1])


def most_antipolar(states):
    return max(states, key=lambda s: abs(s[0] - s[1]))


f, g, h, E_max = -0.2, 1.0, 20.0, 0.3

# Zero-field states
p_sub = np.sqrt((g - 2*f) / (4*h))
depth = (g - 2*f)**2 / (8*h)
zero = minima(f, g, h, 0.0)
assert len(zero) == 2
for s in zero:
    assert abs(abs(s[0]) - p_sub) < 1e-8 and abs(s[0] + s[1]) < 1e-8
    assert abs(energy(s, f, g, h, 0.0) + depth) < 1e-9
para = minima(0.6, g, h, 0.0)
assert len(para) == 1 and abs(para[0][0]) < 1e-9
assert all(abs(a + b) < 1e-7 for a, b in minima(-0.9, g, h, 0.0))
f_rem = -1.2
remanent = minima(f_rem, g, h, 0.0)
polar0, anti0 = most_polar(remanent), most_antipolar(remanent)
assert abs(sum(polar0) - np.sqrt(-(2*f_rem + g)/h)) < 1e-7
assert energy(polar0, f_rem, g, h, 0) > energy(anti0, f_rem, g, h, 0) + 1e-3


# Susceptibility from the response of the lowest minimum to a small field
def chi_numeric(ff):
    d = 1e-4
    s = min(minima(ff, g, h, d), key=lambda q: energy(q, ff, g, h, d))
    return sum(s) / d


def chi_formula(ff):
    return 1/(ff + g/2) if ff > g/2 else 1/(2*(g - ff))


for ff in (-0.6, f, 0.2, 0.45, 0.55, 0.8):
    assert abs(chi_numeric(ff)/chi_formula(ff) - 1) < 1e-4
slope_below = (chi_numeric(0.495) - chi_numeric(0.490)) / 0.005
slope_above = (chi_numeric(0.510) - chi_numeric(0.505)) / 0.005
# finite distance from the cusp shifts the ratio by about two per cent
assert abs(slope_below/slope_above + 2) < 0.06


# Branches, stability limits and landing points
def field_anti(P):
    return 2*(g - f)*P - 4*h*P**3


def field_polar(P):
    return (f + g/2)*P + h*P**3/2


def polar_solution(E):
    a = f + g/2
    arg = 3*E/(2*a)*np.sqrt(3*h/(2*a))
    return 2*np.sqrt(2*a/(3*h))*np.sinh(np.arcsinh(arg)/3)


P_s = np.sqrt((g - f)/(6*h))
P_c = np.sqrt((g - 2*f)/(3*h))
E_f = 4/3*(g - f)*P_s
E_b = 2/3*(g + f)*P_c
P_1 = (np.sqrt(g/h) - P_c)/2
P_2 = polar_solution(E_f)
P_m = polar_solution(E_max)
land_down = most_antipolar(minima(f, g, h, E_b))
land_up = most_polar(minima(f, g, h, E_f))
assert abs(sum(land_down) - P_1) < 1e-7
assert abs(sum(land_up) - P_2) < 1e-7
assert abs(sum(most_polar(minima(f, g, h, E_max))) - P_m) < 1e-7
for E in (0.04, 0.10, 0.14):
    a, b = most_antipolar(minima(f, g, h, E))
    assert abs(field_anti(a + b) - E) < 1e-7
    assert abs((a - b)**2 - ((g - 2*f)/h - 3*(a + b)**2)) < 1e-7


# Boundary between continuous and hysteretic switching
def largest_spread(ff, fields):
    spreads = []
    for E in fields:
        totals = [a + b for a, b in minima(ff, g, h, E)]
        spreads.append(max(totals) - min(totals))
    return max(spreads)


assert largest_spread(0.36, np.linspace(0.001, 0.2, 400)) < 1e-4
assert largest_spread(0.30, [0.0710]) > 1e-3

# Quasi-static cycle: stay in the occupied minimum until it disappears
step_count = 3000
up = np.linspace(0, E_max, step_count + 1)
dE = up[1]
state = (p_sub, -p_sub)
paths = []
for fields in (up, up[::-1]):
    totals = []
    for E in fields:
        old = state
        state = min(minima(f, g, h, E),
                    key=lambda s: (s[0]-old[0])**2 + (s[1]-old[1])**2)
        totals.append(state[0] + state[1])
    paths.append(np.array(totals))
P_up, P_down = paths
k_up = int(np.argmax(np.diff(P_up)))
k_down = int(np.argmin(np.diff(P_down)))
E_f_swept = (up[k_up] + up[k_up + 1])/2
E_b_swept = (up[::-1][k_down] + up[::-1][k_down + 1])/2
assert abs(E_f_swept - E_f) < 2*dE and abs(E_b_swept - E_b) < 2*dE
assert abs(P_down[-1]) < 1e-7


def work(E, P):
    return float(np.sum((E[1:] + E[:-1])/2*np.diff(P)))


W_in_swept = work(up, P_up)
W_rec_swept = -work(up[::-1], P_down)


def W_anti(P):
    return (g - f)*P**2 - h*P**4


def W_polar(P):
    return (2*f + g)*P**2/4 + h*P**4/8 + (g - 2*f)**2/(8*h)


part_polar = W_polar(P_m) - W_polar(P_c)
part_jump = E_b*(P_c - P_1)
part_anti = W_anti(P_1)
W_rec = part_polar + part_jump + part_anti
W_in = W_anti(P_s) + E_f*(P_2 - P_s) + W_polar(P_m) - W_polar(P_2)
loss = W_in - W_rec
# each jump is smeared over one field step in the swept integral
assert abs(W_rec_swept/W_rec - 1) < 2e-3
assert abs(W_in_swept/W_in - 1) < 2e-3

# Loss equals the drops of G at the two jumps, from G in (Pa, Pb)
A_s = np.sqrt((g - 2*f)/h - 3*P_s**2)
before_up = ((P_s + A_s)/2, (P_s - A_s)/2)
drop_up = energy(before_up, f, g, h, E_f) - energy(land_up, f, g, h, E_f)
drop_down = (energy((P_c/2, P_c/2), f, g, h, E_b)
             - energy(land_down, f, g, h, E_b))
assert drop_up > 0 and drop_down > 0
assert abs(drop_up + drop_down - loss) < 1e-8


# Equilibrium switching field: equal G, tested by the equal-area rule
def gap(E):
    ms = minima(f, g, h, E)
    return (energy(most_polar(ms), f, g, h, E)
            - energy(most_antipolar(ms), f, g, h, E))


E_t = brentq(gap, 1.001*E_b, 0.999*E_f, xtol=1e-12)
ms = minima(f, g, h, E_t)
P_ta, P_tp = sum(most_antipolar(ms)), sum(most_polar(ms))
area = (quad(lambda P: field_anti(P) - E_t, P_ta, P_c)[0]
        + quad(lambda P: field_polar(P) - E_t, P_c, P_tp)[0])
assert abs(area) < 1e-8

rows = [
    ("f", f, "10^9 V m/C"), ("g", g, "10^9 V m/C"),
    ("h", h, "10^9 V m^5/C^3"), ("maximum field", 1e3*E_max, "MV/m"),
    ("zero-field |Pa| = |Pb|", p_sub, "C/m^2"),
    ("antipolar energy gain", 1e3*depth, "MJ/m^3"),
    ("zero-field chi/epsilon_0", chi_formula(f)/(1e9*epsilon_0), "(none)"),
    ("chi/epsilon_0 at f = g/2", 1/(g*1e9*epsilon_0), "(none)"),
    ("slope ratio of chi near cusp", slope_below/slope_above, "(none)"),
    ("Ps, antipolar limit", P_s, "C/m^2"),
    ("Pc, polar limit", P_c, "C/m^2"),
    ("Ef, forward field", 1e3*E_f, "MV/m"),
    ("Ef from swept cycle", 1e3*E_f_swept, "MV/m"),
    ("Eb, return field", 1e3*E_b, "MV/m"),
    ("Eb from swept cycle", 1e3*E_b_swept, "MV/m"),
    ("field step of swept cycle", 1e3*dE, "MV/m"),
    ("equilibrium switching field", 1e3*E_t, "MV/m"),
    ("P antipolar at equilibrium field", P_ta, "C/m^2"),
    ("P polar at equilibrium field", P_tp, "C/m^2"),
    ("P2, landing after forward jump", P_2, "C/m^2"),
    ("P1, landing after return jump", P_1, "C/m^2"),
    ("Pm, P at maximum field", P_m, "C/m^2"),
    ("recovered on polar branch", 1e3*part_polar, "MJ/m^3"),
    ("recovered in return jump", 1e3*part_jump, "MJ/m^3"),
    ("recovered on antipolar branch", 1e3*part_anti, "MJ/m^3"),
    ("recovered energy, formula", 1e3*W_rec, "MJ/m^3"),
    ("recovered energy, swept", 1e3*W_rec_swept, "MJ/m^3"),
    ("charging energy, formula", 1e3*W_in, "MJ/m^3"),
    ("charging energy, swept", 1e3*W_in_swept, "MJ/m^3"),
    ("G drop in forward jump", 1e3*drop_up, "MJ/m^3"),
    ("G drop in return jump", 1e3*drop_down, "MJ/m^3"),
    ("loss per charge-discharge cycle", 1e3*loss, "MJ/m^3"),
    ("efficiency", 100*W_rec/W_in, "percent"),
]
for label, value, unit in rows:
    print(f"{label}: {value:.5g} {unit}")
print("done: every assertion held")
```

It prints:

```
f: -0.2 10^9 V m/C
g: 1 10^9 V m/C
h: 20 10^9 V m^5/C^3
maximum field: 300 MV/m
zero-field |Pa| = |Pb|: 0.13229 C/m^2
antipolar energy gain: 12.25 MJ/m^3
zero-field chi/epsilon_0: 47.059 (none)
chi/epsilon_0 at f = g/2: 112.94 (none)
slope ratio of chi near cusp: -1.9706 (none)
Ps, antipolar limit: 0.1 C/m^2
Pc, polar limit: 0.15275 C/m^2
Ef, forward field: 160 MV/m
Ef from swept cycle: 160.05 MV/m
Eb, return field: 81.468 MV/m
Eb from swept cycle: 81.45 MV/m
field step of swept cycle: 0.1 MV/m
equilibrium switching field: 129.69 MV/m
P antipolar at equilibrium field: 0.061967 C/m^2
P polar at equilibrium field: 0.19293 C/m^2
P2, landing after forward jump: 0.21268 C/m^2
P1, landing after return jump: 0.035427 C/m^2
Pm, P at maximum field: 0.27867 C/m^2
recovered on polar branch: 21.863 MJ/m^3
recovered in return jump: 9.5583 MJ/m^3
recovered on antipolar branch: 1.4746 MJ/m^3
recovered energy, formula: 32.896 MJ/m^3
recovered energy, swept: 32.894 MJ/m^3
charging energy, formula: 42.853 MJ/m^3
charging energy, swept: 42.859 MJ/m^3
G drop in forward jump: 3.8789 MJ/m^3
G drop in return jump: 6.0783 MJ/m^3
loss per charge-discharge cycle: 9.9571 MJ/m^3
efficiency: 76.764 percent
done: every assertion held
```
